# One spectral function for time-ordered, retarded and Matsubara self-energies: verification in Python

```python
# Result under test: one spectral function Gamma >= 0 gives
#   Sigma(z) = Sigma_static + integral Gamma(w') / (z - w') dw',
# with retarded value at w + i0, Matsubara values at mu + i w_n, and
# time-ordered value Re Sigma - i pi tanh((w - mu)/2kT) Gamma(w).
# Each function has its own Kramers-Kronig (KK) relation.
# Symbols: D density of states, B spectral function of screening W,
# f Fermi function, n Bose function, x = w - mu. Energies in Ry, hbar = 1.
import numpy as np
from scipy import constants
from scipy.linalg import expm, null_space
from scipy.special import expit

RY_EV = constants.value('Rydberg constant times hc in eV')
KB_EV = constants.value('Boltzmann constant in eV/K')

# ---------- exact three-orbital system: spectral form of Sigma ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
string, one = np.diag([1.0, -1.0]), np.eye(2)
c = [np.kron(np.kron(lower, one), one),
     np.kron(np.kron(string, lower), one),
     np.kron(np.kron(string, string), lower)]
h_one = np.array([[0.0, -0.5, 0.2], [-0.5, 0.3, -0.4], [0.2, -0.4, 0.7]])
v_int = np.array([[0.0, 1.0, 0.4], [1.0, 0.0, 0.8], [0.4, 0.8, 0.0]])
number = [a.T @ a for a in c]
n_total = sum(number)
ham = sum(h_one[i, j] * c[i].T @ c[j] for i in range(3) for j in range(3))
ham = ham + sum(0.5 * v_int[i, j] * number[i] @ number[j]
                for i in range(3) for j in range(3))
kT_ex, mu_ex = 0.25, 0.4
shift = 5.0
energy, vec = np.linalg.eigh(ham + shift * n_total)
n_state = np.rint(np.diag(vec.T @ n_total @ vec))
energy = energy - shift * n_state
prob = np.exp(-(energy - mu_ex * n_state) / kT_ex)
prob /= prob.sum()
pairs = [(a, b) for a in range(8) for b in range(8)
         if n_state[b] == n_state[a] + 1]
c_eig = [vec.T @ a @ vec for a in c]
U = np.array([[ci[a, b] * np.sqrt(prob[a] + prob[b]) for a, b in pairs]
              for ci in c_eig])
trans = np.diag([energy[b] - energy[a] for a, b in pairs])
assert np.allclose(U @ U.T, np.eye(3), atol=1e-11)
Q = null_space(U).T
pole, pole_vec = np.linalg.eigh(Q @ trans @ Q.T)
R = U @ trans @ Q.T @ pole_vec
static = U @ trans @ U.T - h_one
rho = vec @ np.diag(prob) @ vec.T
dens = np.array([[np.trace(rho @ c[j].T @ c[i]) for j in range(3)]
                 for i in range(3)])
hartree_fock = np.diag(v_int @ np.diag(dens)) - v_int * dens
err_static = np.abs(static - hartree_fock).max()
assert err_static < 1e-10

beta = 1 / kT_ex
K = ham - mu_ex * n_total
Z = np.trace(expm(-beta * K))
node, weight = np.polynomial.legendre.leggauss(60)
taus, wtau = beta * (node + 1) / 2, beta * weight / 2
corr = []
for tau in taus:
    left, right = expm(-(beta - tau) * K), expm(-tau * K)
    corr.append([[np.trace(left @ c[i] @ right @ c[j].T) / Z
                  for j in range(3)] for i in range(3)])
corr = np.array(corr)
err_exact = 0.0
for k in range(3):
    wn = (2 * k + 1) * np.pi * kT_ex
    G = -np.einsum('t,tij->ij', wtau * np.exp(1j * wn * taus), corr)
    z = mu_ex + 1j * wn
    from_dyson = z * np.eye(3) - h_one - np.linalg.inv(G)
    from_poles = static + (R / (z - pole)) @ R.T
    err_exact = max(err_exact, np.abs(from_dyson - from_poles).max())
assert err_exact < 1e-8

# ---------- local GW model ----------
mu, kT, center, sdev, lam, width = -0.2, 0.02, 0.0, 0.4, 0.5, 0.6


def dos(e):
    return (np.exp(-(e - center)**2 / (2 * sdev**2))
            / (sdev * np.sqrt(2 * np.pi)))


def screen(v):
    return lam * v * np.exp(-(v / width)**2)


def fermi(x, temp):
    return expit(-x / temp) if temp > 0 else np.where(x < 0, 1.0, 0.0)


def bose(v, temp):
    if temp == 0:
        return np.zeros_like(v)
    return np.exp(-v / temp) / (-np.expm1(-v / temp))


gl_node, gl_weight = np.polynomial.legendre.leggauss(600)
xq, wq = 1.5 * (gl_node + 1), 1.5 * gl_weight
dt = 0.05
time = dt * np.arange(6001)
simpson = np.ones(time.size)
simpson[1:-1:2], simpson[2:-1:2] = 4, 2
simpson *= dt / 3
phase = np.exp(-1j * np.outer(time, xq))


def gw_from_time(x, temp):
    """Retarded and time-ordered Sigma from products i G(t) W(t)."""
    f, n = fermi(xq, temp), bose(xq, temp)
    up, down, b = wq * dos(mu + xq), wq * dos(mu - xq), wq * screen(xq)
    back = phase.conj()
    g_gtr = -1j * (phase @ ((1 - f) * up) + back @ (f * down))
    g_les = 1j * (phase @ (f * up) + back @ ((1 - f) * down))
    w_gtr = -1j * (phase @ (b * (1 + n)) + back @ (b * n))
    w_les = -w_gtr.conj()            # W<(t) = W>(-t)
    g_les_neg = -g_les.conj()        # G<(-t)
    kernel = np.exp(1j * np.outer(x, time)) * simpson
    s_gtr = 1j * g_gtr * w_gtr
    retarded = kernel @ (s_gtr - 1j * g_les * w_les)
    ordered = kernel @ s_gtr + kernel.conj() @ (1j * g_les_neg * w_gtr)
    return retarded, ordered


def gamma_thermal(x, temp):
    x = np.atleast_1d(x)[:, None]
    n = bose(xq, temp)
    emit = (1 + n - fermi(x - xq, temp)) * dos(mu + x - xq)
    absorb = (n + fermi(x + xq, temp)) * dos(mu + x + xq)
    return (emit + absorb) @ (wq * screen(xq))


def gamma_zero(x):
    x = np.atleast_1d(x)[:, None]
    v = np.abs(x) * xq / 3
    return (np.abs(x) * wq / 3 * screen(v)
            * dos(mu + x - np.sign(x) * v)).sum(axis=1)


step = 0.024
grid = (np.arange(-170, 170) + 0.5) * step
above, below = 182, 157
assert np.allclose(grid[[above, below]], [0.3, -0.3])
ret, tord = gw_from_time(grid, kT)
ret0, tord0 = gw_from_time(grid, 0)
gam, gam0 = gamma_thermal(grid, kT), gamma_zero(grid)
err_gamma = np.abs(ret.imag + np.pi * gam).max()
err_gamma0 = np.abs(ret0.imag + np.pi * gam0).max()
assert err_gamma < 1e-5 and err_gamma0 < 3e-5
assert gam.min() >= 0 and gam0.min() >= 0
weight_gamma = step * gam.sum()
weight_screen = np.sum(wq * screen(xq) * (1 + 2 * bose(xq, kT)))
assert abs(weight_gamma - weight_screen) < 1e-6

# time-ordered function and its sign change
tanh = np.tanh(grid / (2 * kT))
err_order = np.abs(tord - (ret.real - 1j * np.pi * tanh * gam)).max()
side = np.where(grid > 0, ret0, ret0.conj())
err_order0 = np.abs(tord0 - side).max()
assert err_order < 1e-5 and err_order0 < 3e-5
core = np.abs(grid) < 2
assert np.all(tord.imag[core] * grid[core] < 0)
assert np.all(ret.imag[core] < 0)
dx = 0.002
near = gw_from_time(np.array([-dx, dx]), kT)[1]
slope = (near[1].imag - near[0].imag) / (2 * dx)
gamma_mu = gamma_thermal(0.0, kT)[0]
slope_formula = -np.pi * gamma_mu / (2 * kT)
assert abs(slope / slope_formula - 1) < 0.01
x_small, t_small = 0.005, 0.002
ratio_x = gamma_zero(np.array([x_small, -x_small])) / (
    lam * dos(mu) * x_small**2 / 2)
ratio_t = gamma_thermal(0.0, t_small)[0] / (
    lam * dos(mu) * (np.pi * t_small)**2 / 2)
assert np.abs(ratio_x - 1).max() < 0.02 and abs(ratio_t - 1) < 0.01

# principal-value integrals on the real axis, alternate-point rule
idx = np.arange(grid.size)
odd = (idx[:, None] - idx[None, :]) % 2 == 1
gap = grid[None, :] - grid[:, None]
pv = np.where(odd, 2 * step / (np.pi * np.where(odd, gap, 1.0)), 0.0)
kk_ret = pv @ ret.imag
kk_ord = pv @ (tord.imag / tanh)
kk_ord0 = pv @ (np.sign(grid) * tord0.imag)
kk_plain = pv @ tord.imag
kk_sign = pv @ (np.sign(grid) * tord.imag)
err_kk_ret = np.abs(kk_ret - ret.real).max()
err_kk_ord = np.abs(kk_ord - tord.real).max()
err_kk_ord0 = np.abs(kk_ord0 - tord0.real).max()
err_plain = np.abs(kk_plain - tord.real).max()
err_sign = np.abs(kk_sign - tord.real).max()
assert err_kk_ret < 2e-5 and err_kk_ord < 2e-5 and err_kk_ord0 < 5e-5
assert err_plain > 1e-2 and err_sign > 1e-4

# inverse relation, with the slowly decaying outer regions included
x0 = grid[above]
inner = np.arange(1, 338, 2)
total = 2 * step * np.sum(ret.real[inner] / (grid[inner] - x0))
u, wu = (gl_node + 1) / 2, gl_weight / 2
for edge in (grid[0], grid[338]):
    y = edge / u
    outer_re = step * (gam / (y[:, None] - grid)).sum(axis=1)
    total += np.sum(wu * outer_re / (y - x0) * abs(edge) / u**2)
inverse_im = -total / np.pi
assert abs(inverse_im - ret.imag[above]) < 2e-5
assert abs(tanh[above] * inverse_im - tord.imag[above]) < 2e-5

# real-time matrix Dyson equation for a level with its pole close to mu
near_mu = 170
level = grid[near_mu] - ret.real[near_mu]
g_ret = 1 / (grid - level - ret)
spec, occ = -g_ret.imag / np.pi, fermi(grid, kT)
g_les = 2j * np.pi * occ * spec
g_gtr = -2j * np.pi * (1 - occ) * spec
g_ord = g_ret + g_les
matrix = np.array([[g_ord, g_les], [g_gtr, g_gtr - g_ret]])
inverse = np.linalg.inv(np.moveaxis(matrix, 2, 0))
err_matrix = np.abs(grid - level - inverse[:, 0, 0] - tord).max()
scalar_sigma = grid - level - 1 / g_ord
err_scalar = np.abs(scalar_sigma - tord).max()
assert err_matrix < 2e-5 and err_scalar > 1e-3

# Matsubara values: explicit boson sum against the dispersion integral
nu = 2 * np.pi * kT * np.arange(-2000, 2001)
w_mats = -(2 * xq * screen(xq) * wq
           / (nu[:, None]**2 + xq**2)).sum(axis=1)
mats = []
for k in range(3):
    wn = (2 * k + 1) * np.pi * kT
    iw = 1j * (wn + nu)[:, None]
    g_mats = (wq * dos(mu + xq) / (iw - xq)
              + wq * dos(mu - xq) / (iw + xq)).sum(axis=1)
    by_sum = -kT * np.sum(g_mats * w_mats)
    by_gamma = step * np.sum(-ret.imag / np.pi / (1j * wn - grid))
    assert abs(by_sum - by_gamma) < 1e-5
    mats.append((wn, by_sum, by_gamma))

# KK along the imaginary axis at zero temperature: parts and sum
xa, wa = xq * 4 / 3, wq * 4 / 3
part_above, part_below = wa * gamma_zero(xa), wa * gamma_zero(-xa)


def axis_imag(y, part):
    y = np.atleast_1d(y)[:, None]
    return -(y * part / (xa**2 + y**2)).sum(axis=1)


def axis_kk(y, part):
    y_all = y * (1 + gl_node) / (1 - gl_node)
    g = y_all * axis_imag(y_all, part)
    g0 = y * axis_imag(y, part)[0]
    return np.sum(gl_weight * (g - g0) / gl_node) / (np.pi * y)


y_axis = 0.3
re_above = -np.sum(xa * part_above / (xa**2 + y_axis**2))
re_below = np.sum(xa * part_below / (xa**2 + y_axis**2))
kk_above, kk_below = axis_kk(y_axis, part_above), axis_kk(y_axis, part_below)
kk_axis = axis_kk(y_axis, part_above + part_below)
re_axis = re_above + re_below
assert abs(kk_above - re_above) < 1e-5
assert abs(kk_below + re_below) < 1e-5
assert min(abs(kk_axis - re_axis), abs(kk_axis + re_axis)) > 1e-3


def show(label, value, unit='Ry'):
    print(f'{label}: {value:.6f} {unit}')


print('Three-orbital system: kT, mu =', kT_ex, mu_ex, 'Ry')
print(f'  max error, pole form vs Dyson: {err_exact:.1e} Ry')
print(f'  max error, static part vs HF form: {err_static:.1e} Ry')
print('GW model: mu, kT =', mu, kT, 'Ry')
print('  DOS center, std. deviation =', center, sdev, 'Ry')
print('  lambda =', lam, '(no unit); w =', width, 'Ry')
print(f'  temperature: {kT * RY_EV / KB_EV:.0f} K')
show('D(mu)', dos(mu), '1/Ry')
show('Integral of Gamma', weight_gamma, 'Ry^2')
show('Integral of B(1+2n), v>0', weight_screen, 'Ry^2')
for name, i in (('mu+0.3', above), ('mu-0.3', below)):
    print(f'At w = {name} Ry, finite T:')
    show('  Gamma', gam[i])
    show('  Re Sigma_c', ret[i].real)
    show('  Im Sigma retarded', ret[i].imag)
    show('  Im Sigma time-ordered', tord[i].imag)
    show('  Re from retarded KK', kk_ret[i])
    show('  Re from coth KK, time-ordered', kk_ord[i])
    show('  Re from plain KK, time-ordered (wrong)', kk_plain[i])
    print(f'  T=0: Re {tord0[i].real:.6f}, Im ordered '
          f'{tord0[i].imag:.6f}, sgn KK {kk_ord0[i]:.6f} Ry')
show('Im retarded at mu+0.3 from inverse KK', inverse_im)
print(f'Im time-ordered at mu+0.3, mu-0.3: {tord[above].imag*RY_EV:.4f}, '
      f'{tord[below].imag*RY_EV:.4f} eV')
print(f'Max KK errors: retarded {err_kk_ret:.1e}, coth {err_kk_ord:.1e}, '
      f'sgn at T=0 {err_kk_ord0:.1e} Ry')
print(f'Max KK errors at finite T: plain {err_plain:.1e}, '
      f'sgn {err_sign:.1e} Ry')
show('Gamma(mu), finite T', gamma_mu)
print(f'Slope of Im time-ordered at mu: {slope:.5f}, '
      f'formula {slope_formula:.5f} (no unit)')
print(f'Gamma / quadratic law, T=0, x=+-{x_small} Ry: '
      f'{ratio_x[0]:.4f}, {ratio_x[1]:.4f}')
print(f'Gamma(mu) / thermal law, kT={t_small} Ry: {ratio_t:.4f}')
print(f'Sigma_T error: matrix inverse {err_matrix:.1e}, '
      f'scalar inverse {err_scalar:.1e} Ry')
for wn, by_sum, by_gamma in mats:
    print(f'Matsubara w_n={wn:.5f} Ry: sum {by_sum:.6f}, '
          f'from Gamma {by_gamma:.6f} Ry')
print(f'Imaginary axis, T=0, y = {y_axis} Ry:')
print(f'  part above mu: Re {re_above:.6f}, KK {kk_above:.6f} Ry')
print(f'  part below mu: Re {re_below:.6f}, KK {kk_below:.6f} Ry')
print(f'  sum: Re {re_axis:.6f}, KK {kk_axis:.6f} Ry')
print('verified')
```

Printed output:

```
Three-orbital system: kT, mu = 0.25 0.4 Ry
  max error, pole form vs Dyson: 1.5e-13 Ry
  max error, static part vs HF form: 8.4e-15 Ry
GW model: mu, kT = -0.2 0.02 Ry
  DOS center, std. deviation = 0.0 0.4 Ry
  lambda = 0.5 (no unit); w = 0.6 Ry
  temperature: 3158 K
D(mu): 0.880163 1/Ry
Integral of Gamma: 0.090655 Ry^2
Integral of B(1+2n), v>0: 0.090655 Ry^2
At w = mu+0.3 Ry, finite T:
  Gamma: 0.019671 Ry
  Re Sigma_c: -0.109989 Ry
  Im Sigma retarded: -0.061800 Ry
  Im Sigma time-ordered: -0.061799 Ry
  Re from retarded KK: -0.109989 Ry
  Re from coth KK, time-ordered: -0.109989 Ry
  Re from plain KK, time-ordered (wrong): -0.167996 Ry
  T=0: Re -0.111325, Im ordered -0.059726, sgn KK -0.111325 Ry
At w = mu-0.3 Ry, finite T:
  Gamma: 0.015253 Ry
  Re Sigma_c: 0.015644 Ry
  Im Sigma retarded: -0.047918 Ry
  Im Sigma time-ordered: 0.047918 Ry
  Re from retarded KK: 0.015644 Ry
  Re from coth KK, time-ordered: 0.015644 Ry
  Re from plain KK, time-ordered (wrong): -0.129603 Ry
  T=0: Re 0.017391, Im ordered 0.046366, sgn KK 0.017391 Ry
Im retarded at mu+0.3 from inverse KK: -0.061800 Ry
Im time-ordered at mu+0.3, mu-0.3: -0.8408, 0.6520 eV
Max KK errors: retarded 3.1e-07, coth 3.1e-07, sgn at T=0 1.5e-06 Ry
Max KK errors at finite T: plain 1.5e-01, sgn 1.2e-03 Ry
Gamma(mu), finite T: 0.000860 Ry
Slope of Im time-ordered at mu: -0.06756, formula -0.06755 (no unit)
Gamma / quadratic law, T=0, x=+-0.005 Ry: 1.0020, 0.9979
Gamma(mu) / thermal law, kT=0.002 Ry: 0.9999
Sigma_T error: matrix inverse 1.0e-15, scalar inverse 8.8e-03 Ry
Matsubara w_n=0.06283 Ry: sum -0.038570-0.018571j, from Gamma -0.038570-0.018571j Ry
Matsubara w_n=0.18850 Ry: sum -0.035925-0.039039j, from Gamma -0.035925-0.039039j Ry
Matsubara w_n=0.31416 Ry: sum -0.032359-0.049882j, from Gamma -0.032359-0.049882j Ry
Imaginary axis, T=0, y = 0.3 Ry:
  part above mu: Re -0.064704, KK -0.064704 Ry
  part below mu: Re 0.032092, KK -0.032092 Ry
  sum: Re -0.032612, KK -0.096795 Ry
verified
```
